# The CASSCF Orbital Gradient from the Generalized Fock Matrix, part 2

CASSCF varies the orbitals together with the CI coefficients. The problem is to find the slope of the energy with respect to every orbital rotation, with a definite sign and factor. The first half derived it at fixed CI coefficients for a real normalized state $|0\rangle$.

The orbitals are real and orthonormal, with coefficients $C$. They change as $C(\kappa)=C\exp(-\kappa)$, where $\kappa_{pq}=-\kappa_{qp}$ and $U=\exp(-\kappa)$. Inactive orbitals $i,j,k,l$ are doubly occupied in every determinant, and virtual orbitals $a,b$ are empty in every determinant. Active orbitals are $v,w,x,y$; $m,n$ and $p,q,r,s$ are of any class.

With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and $e_{pqrs}=E_{pq}E_{rs}-\delta_{qr}E_{ps}$, the Hamiltonian is

$$H=\sum_{pq}h_{pq}E_{pq}+\frac12\sum_{pqrs}g_{pqrs}\,e_{pqrs},$$

with real integrals $h_{pq}$ and $g_{pqrs}=(pq|rs)$. The densities $D_{pq}=\langle0|E_{pq}|0\rangle$ and $d_{pqrs}=\langle0|e_{pqrs}|0\rangle$ satisfy $D_{pq}=D_{qp}$ and $d_{pqrs}=d_{qpsr}=d_{rspq}$. These symmetries make the four first-order interaction terms, one for each index of $g$, equal.

With integrals $\tilde h_{pq}$, $\tilde g_{pqrs}$ over the rotated orbitals,

$$E(\kappa)=\sum_{pq}D_{pq}\tilde h_{pq}+\frac12\sum_{pqrs}d_{pqrs}\tilde g_{pqrs}.$$

The commutator formula is

$$\left.\frac{\partial E}{\partial\kappa_{pq}}\right|_0=\langle0|[E_{pq}-E_{qp},H]|0\rangle,\qquad p>q.$$

The generalized Fock matrix and the gradient are

$$F_{pn}=\sum_qD_{pq}h_{nq}+\sum_{qrs}d_{pqrs}g_{nqrs},\qquad G_{pq}=2(F_{pq}-F_{qp}).$$

The trace formula is

$$E=\frac12\left(\sum_{pq}D_{pq}h_{pq}+\operatorname{tr}F\right).$$

The inactive and active Fock matrices, both symmetric, are

$$F^I_{mn}=h_{mn}+\sum_k(2g_{mnkk}-g_{mkkn}),$$

$$F^A_{mn}=\sum_{vw}D_{vw}\left(g_{mnvw}-\frac12g_{mvwn}\right).$$

The rows of $F$ are

$$F_{in}=2(F^I_{ni}+F^A_{ni}),$$

$$F_{vn}=\sum_wD_{vw}F^I_{nw}+Q_{vn},\qquad Q_{vn}=\sum_{wxy}d_{vwxy}g_{nwxy},$$

and $F_{an}=0$.

### The gradient by orbital class

The rotations that mix two different classes have the gradients

$$G_{ai}=-4(F^I+F^A)_{ai},$$

$$G_{vi}=2F_{vi}-4(F^I+F^A)_{vi},$$

$$G_{av}=-2F_{va}.$$

These formulas take the first-named orbital as the first index of $\kappa$; reversing the pair reverses the sign. With no active orbitals, the first line becomes $-4F^I_{ai}$, and its zero is the closed-shell Hartree–Fock condition.

Rotations within the inactive class have zero gradient, since $F_{ij}=2(F^I+F^A)_{ji}$ is symmetric. Rotations within the virtual class have zero gradient, since both elements vanish. These two results hold for any CI coefficients.

Rotations within the active class need a separate argument. Let $|X\rangle=(E_{vw}-E_{wv})|0\rangle$. Because the active space is complete, $|X\rangle$ lies inside the CI space. It is orthogonal to $|0\rangle$, because $D_{vw}=D_{wv}$. The operator $E_{vw}-E_{wv}$ changes sign under the adjoint, so the commutator formula gives

$$G_{vw}=-2\langle X|H|0\rangle.$$

If the CI vector is an eigenvector of $H$ in the active space, then $\langle X|H|0\rangle=E\langle X|0\rangle=0$. The rotation is redundant, because the CI coefficients can already produce its effect. For a CI vector that is not converged, $G_{vw}$ is in general nonzero. In a restricted active space, $|X\rangle$ may leave the CI space, and such rotations may have to be optimized.

### Relaxing the CI coefficients

The derivation held the CI coefficients fixed, but the CI problem can also be solved again after each orbital change. Let $c(\kappa)$ be a normalized eigenvector of the CI matrix $H(\kappa)$, for a nondegenerate root that is followed smoothly. Along any rotation,

$$\frac{d}{d\lambda}(c^THc)=c^T\frac{dH}{d\lambda}c+2\left(\frac{dc}{d\lambda}\right)^THc.$$

The last term is $2E(dc/d\lambda)^Tc$. It vanishes because $c^Tc=1$. The relaxed and fixed-CI energies thus have the same gradient at the point where $c$ solves the CI problem.

Their curvatures can differ. For the lowest root, the relaxed energy cannot lie above the energy with the old CI vector. The two curves touch at the origin with equal slope, so the relaxed curvature along any direction cannot be larger. A second-order method must therefore include the response of the CI vector if it is to describe the relaxed surface.

### Moving the origin

The formula for $G$ is the derivative at $\kappa=0$. After a step $\kappa_0$, an implementation replaces $C$ by $C\exp(-\kappa_0)$, transforms the integrals, solves the CI problem and evaluates $F$ again. The new gradient refers to a further rotation $\delta$ applied after the first. The two ways of combining rotations differ when their matrices do not commute:

$$e^{-\kappa_0}e^{-\delta}=\exp\left(-\kappa_0-\delta+\frac12[\kappa_0,\delta]+\cdots\right).$$

A gradient at the new origin is consequently, in general, not the same set of numbers as the derivative with respect to the old parameters. The two give the same slope along $\kappa_0$ itself, because $\kappa_0$ commutes with itself, and both vanish where the energy is stationary under all rotations.

This matters when a Hessian is obtained by differencing gradients at shifted origins. For two small rotations $\delta_1$ and $\delta_2$, the additional bilinear term in the exponent is $\frac12[\delta_1,\delta_2]$. It changes sign when the two rotations are exchanged. Averaging the differenced matrix with its transpose removes it, and the symmetric Hessian remains.

### A chain of four sites

The worked model is an open chain of four sites with four electrons. All energies are in units of the hopping $t$. The on-site repulsion is 4, the repulsion between neighbours is 1, and the site energies are 0, 1, 0 and 2. The matrix $h$ has $-1$ between neighbouring sites. In the site basis the nonzero interaction integrals are $g_{iiii}=4$ and, for neighbours, $g_{iijj}=1$, where $i$ and $j$ here label sites.

The starting orbitals are the eigenvectors of $h$, numbered by increasing energy, each with a positive coefficient on the first site. The signs quoted below depend on this choice: reversing the sign of orbital $p$ reverses the sign of every off-diagonal element of $D$, $F$ and $G$ that carries the index $p$, and, for an active orbital, the sign of $c_2$ relative to $c_1$. The energies do not change. Orbital 1 is inactive, orbitals 2 and 3 are active, and orbital 4 is virtual. The two active electrons form a singlet with three configurations: both in orbital 2, one in each, and both in orbital 3. The lowest CI vector is

$$(c_1,c_2,c_3)=(0.97041,-0.21133,-0.11684).$$

The occupation of orbital 2 is $2c_1^2+c_2^2=1.928$, and that of orbital 3 is $c_2^2+2c_3^2=0.072$. In the phase convention used here, $E_{32}$ takes the first configuration to $\sqrt2$ times the second, and the second to $\sqrt2$ times the third. The off-diagonal density is therefore

$$D_{23}=\sqrt2\,c_2(c_1+c_3)=-0.255.$$

The energy check uses $\sum Dh=-2.50783$ and $\operatorname{tr}F=11.12908$:

$$E=\frac12(-2.50783+11.12908)=4.3106.$$

### Tracing the gradient elements

For the rotation between the inactive and virtual orbitals, $F^I_{41}=0.24122$ and $F^A_{41}=0.18198$. Hence

$$F_{14}=2(0.24122+0.18198)=0.84640,$$

$$G_{41}=2(0-0.84640)=-1.69280\ t/\mathrm{rad}.$$

For orbitals 2 and 4, the part of $F_{24}$ with $F^I$ is $-1.09681$, and $Q_{24}=-0.28436$. Their sum is $-1.38117$, so

$$G_{42}=2(0+1.38117)=2.76234\ t/\mathrm{rad}.$$

This is the largest slope. The rotation between orbitals 1 and 2 shows why, for a pair without a virtual orbital, a single element of $F$ is no measure of convergence. Here $F_{21}=-0.32572$ and $F_{12}=-0.30380$, but their difference gives a gradient of only $-0.04384\ t/\mathrm{rad}$. The two remaining rotations between classes have $G_{31}=1.38395$ and $G_{43}=-0.38855\ t/\mathrm{rad}$.

The active–active element $G_{32}$ is zero to the printed precision. If the CI vector is replaced by the single configuration with both active electrons in orbital 2, the same element becomes $-1.31879\ t/\mathrm{rad}$. The orbitals have not changed; the CI vector is no longer stationary. Finite differences with fixed and with relaxed CI coefficients reproduce all six gradient elements of the converged CI state, as the numerical check shows.

### A downhill step

A simple trial step is $\kappa_{pq}=-sG_{pq}$ for the five rotations between classes, with $s=0.02\ \mathrm{rad}^2/t$. For example, $\kappa_{42}=-0.0552$ rad. The first-order energy change is

$$-s\sum_{p>q}G_{pq}^2=-0.02\times12.564=-0.2513\ t.$$

With the CI vector fixed, the energy falls from 4.31063 to 4.09618, a change of $-0.21445\ t$. The difference from the first-order value, $0.0368\ t$, comes from second and higher orders in the rotation. Solving the CI problem again lowers the energy by a further $0.0038\ t$, to 4.0924. The signs agree with the derivation: a step against the gradient lowers the energy, and relaxation lowers it further.

### What convergence does and does not show

Seven damped Newton steps lead from the starting orbitals to an energy of $3.75928\ t$, which is $0.55135\ t$ below the start. At this point $F$ is symmetric to rounding error. For instance, both $F_{12}$ and $F_{21}$ are $-0.88345\ t$. These elements are far from zero: stationarity requires a symmetric $F$, not a diagonal one. The elements $F_{14}$, $F_{24}$ and $F_{34}$ do vanish, because the virtual row is zero and symmetry passes this to the virtual column. The active natural occupations, the eigenvalues of the active block of $D$, are 1.911 and 0.089.

The lowest eigenvalue of the relaxed orbital Hessian is $0.748\ t/\mathrm{rad}^2$. It is positive, so the solution is a local minimum with respect to the five rotations. It is not the global minimum. Among eight random sets of starting orbitals, the lowest energy reached was $3.6617\ t$, which is $0.0976\ t$ lower. A symmetric $F$ and a positive Hessian cannot exclude a lower energy elsewhere, since both describe the energy surface near one point. Eight starts do not prove that the lower value is the global minimum either.

Full diagonalization of the same four-site Hamiltonian gives $3.3668\ t$. The first CASSCF solution lies $0.3925\ t$ above this value, and the lower energy from the random starts lies $0.2949\ t$ above it. Whatever orbitals are chosen, the wave function expressed in them contains no configuration in which the inactive orbital loses electrons or the virtual orbital gains them. The remaining error comes from the choice of active space and from any distance to the global CASSCF minimum. That distance is at least $0.0976\ t$ for the first solution and is not known for the lower energy.

### Conditions for using the formula

The expression $2(F_{pq}-F_{qp})$ requires real orthonormal orbitals and densities with the symmetries derived in the first half. It does not require a CASSCF state: any real normalized state may supply $D$ and $d$. It also holds for an average of several state energies with fixed weights, with $D$ and $d$ replaced by their weighted averages, because $F$ is linear in the densities.

With complex orbitals or complex CI coefficients, the density symmetries used above become relations that include complex conjugation. Rotations with imaginary parameters then appear as well, and the real formula does not give their slopes. If the densities come from an approximate method and lack the required symmetries, the four interaction terms need not be equal. If the energy still has the form $\sum D_{pq}\tilde h_{pq}+\frac12\sum d_{pqrs}\tilde g_{pqrs}$ with fixed densities, only the symmetric parts of the densities contribute, because the integrals keep their symmetries under rotation. The formula then holds after $D$ is replaced by $\frac12(D+D^T)$ and $d_{pqrs}$ by $\frac14(d_{pqrs}+d_{qpsr}+d_{rspq}+d_{srqp})$. If the energy has another form, or is not stationary in the parameters that determine the densities, the gradient must be derived from the energy expression that the method actually uses.

For a new implementation, three comparisons separate the main sources of error. The trace formula checks the normalization of the densities, provided the energy it is compared with was obtained without them, for example as the CI eigenvalue. Against an energy computed from the same densities it is an identity and holds even for a wrongly scaled $d$. A finite rotation of each orbital pair at fixed CI coefficients checks the sign and factor of the gradient. The same rotation with the CI problem solved again tests the CI vector: a slope that differs from the fixed-CI one shows that the vector was not the converged eigenvector of the root being followed. The last two should agree for every pair, within the error of the finite difference, once the CI vector has converged.

## Calculated quantities

```
Orbitals: 1 inactive, 2 and 3 active, 4 virtual; energies in t
hopping, on-site, neighbour repulsion (t):   1.00000   4.00000   1.00000
site energies (t):   0.00000   1.00000   0.00000   2.00000
start orbital 1, site coefficients:   0.47572   0.53602   0.66426   0.21244
start orbital 2, site coefficients:   0.75734   0.14929  -0.57862  -0.26335
start orbital 3, site coefficients:   0.42192  -0.73730   0.12918   0.51155
start orbital 4, site coefficients:   0.14871  -0.38313   0.45527  -0.78983
start one-electron orbital energies (t):  -1.12676  -0.19713   1.74747   2.57641
start CI coefficients (22, 23 singlet, 33):   0.97041  -0.21133  -0.11684
start D_22, D_23, D_33:   1.92804  -0.25510   0.07196
start CASCI energy (t):   4.31063
start sum D*h and trace F (t):  -2.50783  11.12908
start F row 1 (t):   4.82655  -0.30380  -0.83402   0.84640
start F row 2 (t):  -0.32572   6.12360  -0.93429  -1.38117
start F row 3 (t):  -0.14204  -0.93429   0.17894   0.19427
start F row 4 (t):   0.00000   0.00000   0.00000   0.00000
F^I_41, F^A_41 (t):   0.24122   0.18198
F_24 parts: D*F^I, Q (t):  -1.09681  -0.28436
Gradient (t/rad): formula, fixed-CI difference, relaxed difference
  pair 21:  -0.04384  -0.04384  -0.04384
  pair 31:   1.38395   1.38395   1.38395
  pair 32:  -0.00000   0.00000   0.00000
  pair 41:  -1.69280  -1.69280  -1.69280
  pair 42:   2.76234   2.76234   2.76234
  pair 43:  -0.38855  -0.38855  -0.38855
single determinant, gradient pair 32 (t/rad):  -1.31879
downhill step scale (rad^2/t):   0.02000
step: first-order energy change (t):  -0.25129
step: energy with fixed CI, relaxed CI (t):   4.09618   4.09238
optimization steps: 7
CASSCF energy (t):   3.75928
energy lowering from start (t):   0.55135
optimized F row 1 (t):   5.17548  -0.88345   0.35876  -0.00000
optimized F row 2 (t):  -0.88345   3.96686  -1.29726  -0.00000
optimized F row 3 (t):   0.35876  -1.29726   0.34491  -0.00000
optimized F row 4 (t):   0.00000   0.00000   0.00000   0.00000
optimized max |F_pq - F_qp| (t): 2.4e-15
lowest orbital Hessian eigenvalue (t/rad^2):   0.74797
active natural occupations:   1.91117   0.08883
lowest energy from 8 random starts (t):   3.66171
full diagonalization energy (t):   3.36681
CASSCF minus full energy (t):   0.39247
six-orbital test, max gradient error: 1.4e-09
six-orbital active-active gradient:   2.85175
```
